# Inversion symmetry of an Ising 180° wall and the Bloch moment

## What inversion requires of the wall

Before the structure of a 180° ferroelectric wall is relaxed, one must decide whether to impose an inversion centre at the wall. Imposing it halves the number of independent displacements. It also removes every state with a net Bloch moment from the search, whatever the energy of such a state. The saving is safe if the wall really keeps the symmetry, and it hides the answer if the wall would break it.

Take a planar wall with normal $\mathbf n$, and let $x$ be the distance along the normal from the wall centre. The domains are polarized along $\pm\mathbf z$, where $\mathbf z$ lies in the wall plane. The remaining in-plane direction is $\mathbf s$. The polarization is

$$
\mathbf P(x)=P_n(x)\mathbf n+P_s(x)\mathbf s+P_z(x)\mathbf z .
$$

It is measured from the nonpolar parent phase, so the parent has $\mathbf P=0$. A nonzero $P_s$ is called a Bloch component and a nonzero $P_n$ a Néel component. The net Bloch moment per unit wall area is

$$
M_s=\int_{-\infty}^{\infty}P_s(x)\,dx .
$$

The domains are assumed to have $P_n=P_s=0$, and $P_s$ to decay fast enough for the integral to exist.

Inversion about the centre moves the material at $\mathbf r$ to $-\mathbf r$. Polarization is a polar vector, so its direction is reversed as well. The vector found at $x$ after inversion is therefore the reversed vector that stood at $-x$:

$$
(I\mathbf P)(x)=-\mathbf P(-x).
$$

There are two separate changes here, one of position and one of sign. A uniform domain feels the second alone and is turned into the opposite domain. A wall has opposite domains on its two sides, and the exchange of sides makes good the change of sign. For the Ising profile, with domain polarization $P_0$ and half-width $w$,

$$
\mathbf P(x)=P_0\tanh(x/w)\,\mathbf z,
$$

inversion gives

$$
(IP)_z(x)=-P_0\tanh(-x/w)=P_0\tanh(x/w)=P_z(x).
$$

The wall is thus invariant, although neither domain is invariant by itself. The argument uses the oddness of the profile and not the particular function $\tanh$.

Now let the wall have further components, and split each into even and odd parts:

$$
P_j^{\pm}(x)=\tfrac12\left[P_j(x)\pm P_j(-x)\right],\qquad P_j=P_j^{+}+P_j^{-}.
$$

Since $P_j^{+}(-x)=P_j^{+}(x)$ and $P_j^{-}(-x)=-P_j^{-}(x)$,

$$
(IP)_j=-P_j^{+}+P_j^{-}.
$$

The condition $I\mathbf P=\mathbf P$ therefore requires $P_j^{+}=0$. Every component that preserves inversion is odd:

$$
P_j(-x)=-P_j(x),\qquad j=n,s,z .
$$

The moment follows from the substitution $u=-x$, which exchanges the limits and the sign of the differential together:

$$
M_s[I\mathbf P]=-\int_{-\infty}^{\infty}P_s(-x)\,dx=-\int_{-\infty}^{\infty}P_s(u)\,du=-M_s[\mathbf P].
$$

If $I\mathbf P=\mathbf P$, the two moments are equal as well as opposite, and $M_s=0$. A profile such as $P_s=A\,\mathrm{sech}(x/w)$ is even. It changes sign under inversion and has the moment $\pi A w$, so it cannot belong to an inversion-symmetric wall.

Oddness also gives $\mathbf P(0)=0$ for a continuous profile. The polarization of a symmetric wall passes through zero, even when it has transverse components. It does not rotate from one domain to the other at nonzero length throughout. The moment of one half,

$$
M_s^{>}=\int_0^\infty P_s(x)\,dx,
$$

need not vanish. It is cancelled by the half on the other side. A calculation that reports a transverse polarization near a wall has therefore not yet shown a Bloch wall in the sense of a net moment; the parity of the profile must be examined about the right centre. If the centre lies at $x_0$, the condition reads $P_j(x_0+u)=-P_j(x_0-u)$.

In a crystal, $x_0$ must coincide with an inversion centre of the parent lattice. A continuum description allows every position, whereas a lattice allows a discrete set. For equally spaced, identical planes, these positions include a plane and the midpoint between two planes. Structure within the wall plane does not alter the result for the moment. Inversion then gives $P_s(-\mathbf r)=-P_s(\mathbf r)$, and averaging over an in-plane period leaves an odd function of $x$.

These statements concern a given configuration. To learn what the energy can produce, consider how its terms transform. Let a term in the energy density contain $N$ polarization factors and $k$ derivatives in all. Each polarization factor brings a minus sign, and each derivative another, because

$$
\frac{d^m}{dx^m}\left[-P_j(-x)\right]=-(-1)^mP_j^{(m)}(-x).
$$

The whole product acquires $(-1)^{N+k}$, evaluated at $-x$. Integration over all $x$ removes the change of argument. Hence, for a term $T$ with a constant coefficient,

$$
\int T[I\mathbf P]\,dx=(-1)^{N+k}\int T[\mathbf P]\,dx .
$$

A centrosymmetric parent has $F[I\mathbf P]=F[\mathbf P]$, where $F$ is the energy per unit wall area. It admits terms with even $N+k$, while those with odd $N+k$ are excluded, apart from total derivatives that depend on the fixed domains alone. Thus $P_s^2$, $(P_s')^2$ and $P_z^2P_s'$ are allowed by inversion. The terms $P_sP_z'$ and $-E_sP_s$, the latter for a uniform applied field $E_s$, are not.

Strain is even under inversion and brings no sign of its own, so it may be included in the same count. A coefficient that varies with position needs separate care: inversion replaces $\alpha(x)$ by $\alpha(-x)$. A composition gradient, a nearby surface or an uneven distribution of charged defects can therefore break the symmetry even when each local term has an allowed form. The theorem needs a centrosymmetric parent and equivalent surroundings on both sides of the wall.

The invariance of $F$ also controls the forces. Define the gradient $\mathbf g[\mathbf P]$ by

$$
\left.\frac{d}{d\epsilon}F[\mathbf P+\epsilon\boldsymbol\eta]\right|_{\epsilon=0}
=\langle\mathbf g[\mathbf P],\boldsymbol\eta\rangle,\qquad
\langle\mathbf a,\mathbf b\rangle=\int\mathbf a\cdot\mathbf b\,dx ,
$$

for localized variations $\boldsymbol\eta$. Differentiating $F[I(\mathbf P+\epsilon\boldsymbol\eta)]=F[\mathbf P+\epsilon\boldsymbol\eta]$ gives

$$
\langle\mathbf g[I\mathbf P],I\boldsymbol\eta\rangle=\langle\mathbf g[\mathbf P],\boldsymbol\eta\rangle .
$$

The product of two fields is unchanged when both are inverted, so the right side equals $\langle I\mathbf g[\mathbf P],I\boldsymbol\eta\rangle$. As $\boldsymbol\eta$ is arbitrary,

$$
\mathbf g[I\mathbf P]=I\mathbf g[\mathbf P].
$$

At a symmetric wall this becomes $\mathbf g=I\mathbf g$. The gradient is odd, and its product with any even variation integrates to zero. A wall that is stationary among odd fields is therefore stationary among all fields.

This has a direct consequence for relaxation. A step $\mathbf P\to\mathbf P-\tau\mathbf g$ from a symmetric starting structure gives another symmetric structure. In exact arithmetic the descent never acquires a net Bloch moment, even if the energy would fall after an even displacement. Vanishing forces at its end do not establish a minimum.

Stability is decided by the second variation $H$, the linear operator that gives the change of $\mathbf g$ for a small change of $\mathbf P$. Differentiating the gradient relation at a symmetric wall gives $HI=IH$. For an odd field $\mathbf u$ and an even field $\mathbf v$, for which $I\mathbf u=\mathbf u$ and $I\mathbf v=-\mathbf v$,

$$
\langle\mathbf u,H\mathbf v\rangle
=\langle I\mathbf u,IH\mathbf v\rangle
=\langle\mathbf u,HI\mathbf v\rangle
=-\langle\mathbf u,H\mathbf v\rangle=0 .
$$

The odd and even fluctuations can be examined separately. A negative eigenvalue among the even ones means that the symmetric wall is a saddle.

One even fluctuation needs no restoring force in a continuum. Moving the whole wall by $a$ leaves $\mathbf g[\mathbf P(x+a)]=0$, and the derivative at $a=0$ is $H\mathbf P'=0$. Since $\mathbf P$ is odd, $\mathbf P'$ is even. This zero eigenvalue belongs to translation and must not be read as the onset of a Bloch wall.

If an even transverse fluctuation does become unstable, the symmetry of the energy remains but that of the wall is lost. A state $\mathbf P$ with moment $M_s$ is then accompanied by $I\mathbf P$, with equal energy and moment $-M_s$. Inversion forbids a net moment in a wall that keeps it. It does not forbid two equivalent walls that break it.

A small uniform field acts differently, since it removes the symmetry from the energy itself. The term $-E_sP_s$ adds $-E_s\mathbf s$ to the gradient, and the first-order change of the wall obeys

$$
H\,\delta\mathbf P=E_s\mathbf s .
$$

The right side is even, and so is the response. It produces no force along the translation mode, because $\langle\mathbf P',\mathbf s\rangle=P_s(\infty)-P_s(-\infty)=0$. The field also polarizes the domains, so the moment that belongs to the wall must be taken as the excess over this uniform background.

Oddness permits a component but does not create it. Suppose that reflection $\mathbf s\to-\mathbf s$ is a further symmetry of the parent. It leaves $x$, $P_n$ and $P_z$ alone and reverses $P_s$. A wall that preserves this mirror has $P_s=-P_s=0$ at every $x$. An even Bloch component breaks both the mirror and inversion, but it can preserve their product, the twofold rotation about $\mathbf s$, which takes $P_s(x)$ to $P_s(-x)$. An odd Bloch component can appear without spontaneous symmetry breaking only if the orientation of the wall removes the mirror.

The same distinctions matter in a periodic cell, which contains two 180° walls. Their moments may cancel in the cell total although each wall is of Bloch type. A vanishing total is therefore insufficient evidence, and the moment has to be integrated over each wall separately. To allow a Bloch wall to form, the relaxation should start without inversion symmetry, with a small even $P_s$ at the wall. The sign of that initial displacement selects one of the two equivalent states if the symmetric wall is unstable.

## Odd components, instability and an example

The coordinate $x$ runs along the wall normal $\mathbf n$, the domains are polarized by $\pm P_0$ along $\mathbf z$, and $\mathbf s$ is the Bloch direction. Inversion acts as $(I\mathbf P)(x)=-\mathbf P(-x)$. A wall that preserves it has odd components and no net moment $M_s=\int P_s\,dx$. An even fluctuation of $P_s$ may nevertheless lower the energy. A mean-field model shows where odd components come from and when the even one appears.

Let the energy density, apart from the coupling to strain, be

$$
\begin{aligned}
f={}&U\left(1-\frac{P_z^2}{P_0^2}\right)^2+\frac G2\left(P_n'^2+P_s'^2+P_z'^2\right)\\
&+\frac12\left[\kappa_w+(\kappa_d-\kappa_w)\frac{P_z^2}{P_0^2}\right]P_s^2
+\frac b4P_s^4+\frac12K_nP_n^2 .
\end{aligned}
$$

Here $U$ is the barrier density and $G$ the gradient coefficient. The stiffness against $P_s$ is $\kappa_d$ in a domain and $\kappa_w$ where $P_z=0$; the positive coefficient $b$ limits the growth of $P_s$. The stiffness $K_n$ is taken as purely electrostatic; with the values used below, a lattice stiffness equal to $\kappa_d$ would add about 6% to it. Without free charge, the normal displacement field is zero throughout, as it is in the domains, so $\varepsilon_0\varepsilon_bE_n+P_n=0$. The field energy is $\varepsilon_0\varepsilon_bE_n^2/2=P_n^2/(2\varepsilon_0\varepsilon_b)$, whence $K_n=1/(\varepsilon_0\varepsilon_b)$, with $\varepsilon_b$ the background relative permittivity.

For the pure Ising wall, $P_n=P_s=0$. Write $p=P_z/P_0$. Stationarity gives $GP_z''=dV/dP_z$ with $V=U(1-p^2)^2$. Multiplication by $P_z'$ and integration yield $GP_z'^2/2=V$; the constant is zero because both sides vanish in the domains. The rising solution satisfies

$$
p'=\frac{1-p^2}{w},\qquad w=P_0\sqrt{\frac{G}{2U}},
$$

and $p(0)=0$ selects $p=\tanh(x/w)$. Gradient and barrier energies are equal at each point, so the wall energy is

$$
\sigma=2U\int(1-p^2)^2dx=2Uw\int_{-1}^{1}(1-p^2)\,dp=\frac{8Uw}{3}.
$$

Strain supplies a source of odd transverse components. Keep the normal strain $e$, measured from its value in the domains, and let it relax freely. Only its couplings to $P_z^2$ and to the polarization gradients are included. With $X=P_z^2-P_0^2$ and $D=F_nP_n'+F_sP_s'$, its energy density is

$$
f_e=\frac c2e^2-qeX-eD .
$$

The elastic stiffness is $c$, the electrostriction coefficient is $q$, and $F_n,F_s$ are flexocoupling coefficients, which couple strain to polarization gradients. The minimum lies at $e=(qX+D)/c$ and has the energy

$$
f_e=-\frac{q^2X^2}{2c}-\frac{qXD}{c}-\frac{D^2}{2c}.
$$

The first term has the form of the barrier and lowers $U$. The squares in the last term lower the gradient coefficients of $P_n$ and $P_s$. The values of $U$ and $G$ used below already include these changes, with one common $G$ chosen for the three components. What remains is

$$
-h_nXP_n'-h_sXP_s'-\gamma P_n'P_s',\qquad h_j=\frac{qF_j}{c},\quad \gamma=\frac{F_nF_s}{c}.
$$

Each term has an even sum of polarization factors and derivatives, as inversion demands. Varying $P_s$ in the second term and integrating by parts gives $+h_sX'\delta P_s$; the boundary term vanishes because $X=0$ in the domains. The equations for the two small components are

$$
-GP_s''+\kappa P_s+bP_s^3+h_sX'+\gamma P_n''=0,
$$

$$
-GP_n''+K_nP_n+h_nX'+\gamma P_s''=0,
$$

where $\kappa$ is the square bracket in $f$. For the Ising profile,

$$
X'=2P_zP_z'=\frac{2P_0^2}{w}\tanh\frac xw\,\mathrm{sech}^2\frac xw ,
$$

which is odd. Strain thus drives odd components and leaves the net moment at zero while the wall remains symmetric.

The coefficient $F_s$ depends on the orientation. Let the normal make an angle $\theta$ with a cube axis, in the plane perpendicular to $\mathbf z$:

$$
\mathbf n=(\cos\theta,\sin\theta,0),\qquad \mathbf s=(-\sin\theta,\cos\theta,0).
$$

A cubic flexocoupling tensor has an isotropic part, built from $F_{12}$ and $F_{44}$, and a cubic part of strength $A=F_{11}-F_{12}-2F_{44}$ whose four indices must agree. In $F_s=F_{nnns}$ the isotropic part contains the factor $\mathbf n\cdot\mathbf s=0$. The cubic part gives

$$
F_s=A\sum_i n_i^3s_i=A\left(-\cos^3\theta\sin\theta+\sin^3\theta\cos\theta\right)=-\frac A4\sin4\theta .
$$

It vanishes at $0^\circ$ and $45^\circ$, where the parent has the mirror $\mathbf s\to-\mathbf s$. The coefficient for the normal component is

$$
F_n=F_{12}+2F_{44}+A(\cos^4\theta+\sin^4\theta).
$$

An even Bloch component needs no such source. It can arise by instability. Set the flexocouplings to zero and linearize in $P_s$ on the Ising wall. Since $\tanh^2=1-\mathrm{sech}^2$, the operator is

$$
L=-G\frac{d^2}{dx^2}+\kappa_d-\Delta\,\mathrm{sech}^2\frac xw,\qquad \Delta=\kappa_d-\kappa_w>0 .
$$

Try $\phi=\mathrm{sech}^\nu(x/w)$ with $\nu>0$. Two derivatives give

$$
w^2\phi''=\nu^2\phi-\nu(\nu+1)\,\mathrm{sech}^2(x/w)\,\phi .
$$

The terms in $\mathrm{sech}^2$ cancel in $L\phi$ if

$$
\nu(\nu+1)=\frac{\Delta w^2}{G},\qquad
\lambda_0=\kappa_d-\frac{G\nu^2}{w^2},
$$

and then $L\phi=\lambda_0\phi$. To see that this is the lowest eigenvalue, write any localized fluctuation as $u=\phi v$. The terms without a derivative of $v$ cancel, leaving

$$
\int u(L-\lambda_0)u\,dx=-G\int v(\phi^2v')'\,dx=G\int\phi^2v'^2\,dx\ge0 .
$$

Equality requires constant $v$, and thus $u\propto\phi$. This mode is even, so in this model the transverse fluctuation that first becomes unstable carries a net Bloch moment.

At the threshold $\lambda_0=0$, one has $\nu=w\sqrt{\kappa_d/G}$. Inserting this in the condition for $\nu$ gives $\Delta=\kappa_d+\sqrt{G\kappa_d}/w$. The symmetric wall is therefore unstable when

$$
\kappa_w<-\frac{\sqrt{G\kappa_d}}{w}.
$$

A negative stiffness at the centre is not sufficient. The unstable region is narrow, and confining $P_s$ there costs gradient energy.

For an example, take $P_0=75\ \mu\mathrm{C/cm^2}$, $U=100\ \mathrm{MJ/m^3}$ and $G=1.0\times10^{-10}\ \mathrm{J\,m^3/C^2}$. Then

$$
w=0.75\sqrt{\frac{10^{-10}}{2\times10^8}}\ \mathrm m=0.53\ \mathrm{nm},\qquad
\sigma=\frac83(10^8)(0.530\times10^{-9})\ \mathrm{J/m^2}=141\ \mathrm{mJ/m^2}.
$$

With $\kappa_d=1.0\times10^9\ \mathrm{m/F}$, the threshold is $\kappa_w=-0.60\times10^9\ \mathrm{m/F}$. Two values on either side of it are compared, all other parameters being held fixed. For $\kappa_w=-0.40\times10^9\ \mathrm{m/F}$, $\nu=1.55$ and $\lambda_0=0.15\times10^9\ \mathrm{m/F}$. For $\kappa_w=-0.80\times10^9\ \mathrm{m/F}$, $\nu=1.80$ and $\lambda_0=-0.16\times10^9\ \mathrm{m/F}$.

The flexocoupling is now restored, with $F_{11}=1.0$ V, $F_{12}=4.0$ V and $F_{44}=0.5$ V, so $A=-4$ V. At $\theta=22.5^\circ$ this gives $F_s=1$ V and $F_n=4+1-4(0.75)=2$ V. The other values are $q=1.0\times10^{10}\ \mathrm{J\,m/C^2}$, $c=200$ GPa, $b=4.0\times10^9\ \mathrm{J\,m^5/C^4}$ and $\varepsilon_b=7$. The energy of all three components was minimized by a damped Newton method on a mesh of step $w/16$, from starting profiles without inversion symmetry. The zero of $P_z$ was held at the origin to fix the wall position. The flexocoupling moves the threshold only slightly, to about $-0.61\times10^9\ \mathrm{m/F}$, and the two soft eigenvalues become $0.16$ and $-0.15\times10^9\ \mathrm{m/F}$.

With $\kappa_w=-0.40\times10^9\ \mathrm{m/F}$, the wall returns to an odd profile:

| $x$ (nm) | $P_n$ | $P_s$ | $P_z$ ($\mu$C/cm²) |
|---:|---:|---:|---:|
| −0.5 | 0.44 | 3.49 | −55.2 |
| 0 | 0 | 0 | 0 |
| 0.5 | −0.44 | −3.49 | 55.2 |

The largest $|P_s|$ is $3.5\ \mu\mathrm{C/cm^2}$. The right half has the moment $-3.16\ \mu\mathrm{C/cm^2\,nm}$, and the left half cancels it. For the normal component, the large $K_n$ suggests $P_n\approx-h_nX'/K_n$. Since $\tanh u\,\mathrm{sech}^2u$ has the maximum $2/(3\sqrt3)$, the estimated peak is

$$
|P_n|_{\max}\approx\frac{4h_nP_0^2}{3\sqrt3\,wK_n}=0.51\ \mu\mathrm{C/cm^2},
$$

against $0.49\ \mu\mathrm{C/cm^2}$ from the full minimization.

With $\kappa_w=-0.80\times10^9\ \mathrm{m/F}$, two starts with $P_s$ of opposite sign lead to two Bloch walls. Their moments are $+34.5$ and $-34.5\ \mu\mathrm{C/cm^2\,nm}$, and the largest $|P_s|$ is $28\ \mu\mathrm{C/cm^2}$. Each lies $2.3\ \mathrm{mJ/m^2}$ below the stationary wall found with inversion imposed at the same parameters. A relaxation restricted to symmetric structures would have stopped at that higher wall. Doubling the mesh step changes the odd half-moment by 0.4% and the Bloch moment by 0.1%, relative to the finer mesh.

Apart from $q$, the parameters are round values in the rough regime of tetragonal lead titanate at room temperature, not a calculation of that material. The polarization and the sub-nanometre half-width are of its rough size; $\kappa_w$ was chosen to place the two examples on either side of the threshold, and $b$ to limit the size of $P_s$, so the model does not decide which wall the material has. The value of $q$ is close to the lead titanate coefficient for strain along the polarization. Strain along the wall normal is perpendicular to $P_z$, and its coefficient is only about $0.05\times10^{10}\ \mathrm{J\,m/C^2}$. This small value is a near cancellation of two terms of about $0.7\times10^{10}\ \mathrm{J\,m/C^2}$, so it is uncertain: an 8% change in the elastic compliance $s_{12}$ more than doubles it. With that value and all other listed parameters unchanged, the odd $P_s$ would peak near $0.18\ \mu\mathrm{C/cm^2}$ instead of $3.5\ \mu\mathrm{C/cm^2}$. Within this model, the larger $q$ thus leaves the shape of the odd component nearly unchanged and exaggerates its size about twentyfold. Real samples contain stray fields, and even a uniform transverse field breaks the inversion symmetry of the energy. In the stable example, a transverse field of 0.01 MV/cm gives the wall an excess moment of $1.0\ \mu\mathrm{C/cm^2\,nm}$, where symmetry had required zero.

Thermal motion also produces a moment at any one instant. If the softest mode, other than translation, moves uniformly over a wall patch of area $S$, its energy is $S\lambda a^2\int|\boldsymbol\phi|^2dx/2$, where $a$ is its amplitude, $\boldsymbol\phi$ its profile and $\lambda$ its stiffness. Classical equipartition gives

$$
\langle a^2\rangle=\frac{k_BT}{S\lambda\int|\boldsymbol\phi|^2dx}.
$$

With the mode obtained by diagonalizing the second variation of the stable wall, a patch 10 nm square at 300 K has an rms moment of $2.2\ \mu\mathrm{C/cm^2\,nm}$ from this mode alone. Its average is zero. The symmetry result thus concerns the mean structure and not each thermal snapshot.

The continuum is a rough approximation for so narrow a wall. Replacing it by planes 0.40 nm apart, with inversion imposed, makes the wall centred on a plane $0.5\ \mathrm{mJ/m^2}$ higher than the one centred between planes. The largest $|P_s|$ found on a plane is 2.9 and $2.7\ \mu\mathrm{C/cm^2}$ respectively, or 18% and 24% below the continuum peak. These figures hold when the local energy is evaluated on the planes. If both the local energy and the strain coupling are evaluated at the mean polarization of neighbouring planes, the energy difference falls below $0.01\ \mathrm{mJ/m^2}$ and both peaks rise to about $3.9\ \mu\mathrm{C/cm^2}$. The spacing alone therefore does not settle the preferred centre or the change in $P_s$. The spacing is an assumption: 0.40 nm is about the spacing of cube-face planes, for which $F_s=0$, whereas lattice planes near $22.5^\circ$ lie much closer together (about 0.07 nm for the (520) planes at $21.8^\circ$). The steps of a real wall inclined at $22.5^\circ$ are left out, as are strains other than the normal one and the coupling of the normal strain to $P_n^2$ and $P_s^2$. These omissions affect the sizes and the threshold. For example, adding a term $-q_seP_s^2$ with $q_s=0.14\times10^{10}\ \mathrm{J\,m/C^2}$, all other parameters unchanged, lowers the Bloch moment from 34.5 to about $26\ \mu\mathrm{C/cm^2\,nm}$; with $q_s=1.0\times10^{10}\ \mathrm{J\,m/C^2}$ the same example relaxes to a wall without a net moment. None of the omissions affects the parity of a wall that keeps its inversion centre.
